# Logarithmic conductance of well-connected granular films under weak Coulomb blockade

**Q.** A film of metallic grains with good contacts between them should behave like a resistor network. Tunnelling between two metals through a barrier high compared with $k_BT$ has a conductance that hardly depends on temperature. What could change on cooling?

**A.** The voltage between neighbouring grains fluctuates, and a tunnelling electron feels it. Let $V_b$ be the voltage across link $b$ and define a phase by $\dot\varphi_b=eV_b/\hbar$. The tunnelling amplitude carries the factor $e^{i\varphi_b}$, and its fluctuations weaken the response.

The model is a $d$-dimensional hypercubic array of $N$ identical grains with period $a$ and periodic boundaries. Each link has many weakly transmitting channels, a capacitance $C$ and a conductance
$$G_T=\frac{2ge^2}{\hbar},$$
with the factor 2 for spin and $g\gg1$. The grains conduct much better than the links, so each has one potential.

**Q.** Derive the weight of these phases; do not postulate it.

**A.** Take the tunnelling Hamiltonian $X+X^\dagger$ with $X=\sum t_{kq}e^{i\varphi}c_k^\dagger d_q$. To second order in $t$, it adds to the imaginary-time action
$$\frac{S_t}{\hbar}=-\frac1{2\hbar^2}\iint d\tau d\tau'\,\langle H_T(\tau)H_T(\tau')\rangle .$$
With a flat density of states $\nu$ per spin, each grain contributes
$$\nu\int d\epsilon\,\frac{e^{-\epsilon\tau/\hbar}}{1+e^{-\epsilon/k_BT}}=\frac{\nu\pi k_BT}{\sin(\pi k_BT\tau/\hbar)} .$$
Two grains give the square of the sine. Spin gives a factor 2, and $XX^\dagger$ with $X^\dagger X$ gives $2\cos\Delta\varphi$, where $\Delta\varphi=\varphi(\tau)-\varphi(\tau')$. Up to a constant,
$$\frac{S_t}{\hbar}=\frac g\pi\sum_b\iint d\tau d\tau'\,K(\tau-\tau')\,[1-\cos\Delta\varphi_b],\qquad K(\tau)=\frac{(\pi k_BT/\hbar)^2}{\sin^2(\pi k_BT\tau/\hbar)},$$
with $g=2\pi|t|^2\nu_1\nu_2$. The golden rule gives $G_T=2(2\pi e^2/\hbar)|t|^2\nu_1\nu_2=2ge^2/\hbar$, so this is the same $g$. Higher orders in $t$ are dropped because each channel transmits weakly.

**Q.** A magnetic field changes the wave functions in every grain. Why should $K$ survive?

**A.** The field attaches a phase to $t_{kq}$, which cancels in $|t_{kq}|^2$. Inside a grain it changes level statistics and interference, but $K$ contains only mean densities, provided $k_BT\gg\delta$, where $\delta$ is the level spacing per spin.

This was tested with random-matrix grains of 200 levels, half bandwidth 1 and $k_BT=0.05$. The kernel at half the thermal time, divided by its flat-band value, was 0.967 with time-reversal symmetry and 0.979 without. The semicircular band itself lowers it by about $\pi^2(k_BT)^2\approx0.025$. Meanwhile the return factor $N_s\langle|\psi|^4\rangle$ summed over the $N_s$ sites fell from 2.97 to 1.99. The field removes the interference that feeds weak localization and leaves the mean tunnelling kernel in place.

**Q.** The action is a cosine. How large are the phase fluctuations?

**A.** For $g\gg1$ they are small, so $1-\cos\Delta\varphi\approx\Delta\varphi^2/2$. Write $\varphi(\tau)=\sum_m\varphi_me^{-i\omega_m\tau}$ with $\omega_m=2\pi mk_BT/\hbar$. One integral is needed. Since
$$\frac{1-\cos2\pi ms}{\sin^2\pi s}=\frac{2\sin^2\pi ms}{\sin^2\pi s}=2\Big[m+2\sum_{k=1}^{m-1}(m-k)\cos2\pi ks\Big],$$
and the cosines integrate to zero,
$$\int_0^1ds\,\frac{\pi^2}{\sin^2\pi s}(1-\cos2\pi ms)=2\pi^2m. \tag{1}$$
In terms of $\tau$ this reads $\int K(1-\cos\omega_m\tau)d\tau=\pi|\omega_m|$. The charging energy $CV_b^2/2$ adds $(\hbar C/2e^2)\int\dot\varphi_b^2d\tau$ to $S/\hbar$. With $2g=\hbar G_T/e^2$, the sum is
$$\frac S\hbar\approx\frac{\hbar^2}{2e^2k_BT}\sum_{b,m}\big(C\omega_m^2+G_T|\omega_m|\big)|\varphi_{b,m}|^2 .$$

**Q.** So each link fluctuates like a resistor and a capacitor in parallel?

**A.** It would if the links were independent. But each $\varphi_b$ is a difference of two grain phases, so the $dN$ link phases span only $N-1$ dimensions. The covariance is that of independent links times a projector onto this subspace. The trace of the projector is $N-1$ and all links are equivalent, so each diagonal element is $(N-1)/(dN)\to1/d$. Equivalently, the resistance between neighbouring nodes is $1/d$ of one link. Periodic networks of 60, $12^2$ and $5^3$ nodes gave 0.9833, 0.4965 and 0.3307, in agreement with $(1-1/N)/d$.

Define
$$y=\frac{\hbar G_T}{2\pi Ck_BT}=\frac{2gE_c}{\pi k_BT},\qquad E_c=\frac{e^2}{2C}.$$
Then $\omega_mC/G_T=m/y$ and $e^2k_BT/(\hbar^2G_T\omega_m)=1/(4\pi gm)$, so for $m\ge1$
$$\langle|\varphi_m|^2\rangle=\frac1{4\pi dg}\,\frac{y}{m(m+y)} .$$
Adding $m$ and $-m$,
$$F(\tau)\equiv\tfrac12\langle[\varphi(\tau)-\varphi(0)]^2\rangle=\frac1{2\pi dg}\sum_{m\ge1}\frac{y}{m(m+y)}(1-\cos\omega_m\tau). \tag{2}$$

**Q.** You may now want to multiply the conductance by $1-F$. The Kubo formula also has a current-current term. Where has it gone?

**A.** Apply a uniform field along $x$, which adds the same $A(\tau)$ to every $x$ link. The second-order response contains a direct term with $\langle\cos\Delta\varphi\rangle\approx1-F$, and minus the variance of the total current $\propto g\sum_b\int K\sin\Delta\varphi_b\,\Delta A$.

Expand the sine. Its linear part contains $\sum_b\varphi_b$ along closed rows of links. Each $\varphi_b$ is a difference of neighbouring grain phases, so this sum vanishes identically. What remains is cubic. As $\varphi\sim g^{-1/2}$, its variance is of order $g^2g^{-3}=g^{-1}$, compared with a leading response of order $g$. The term is of relative order $1/g^2$, as are the quartic corrections to $F$.

The full cosine action was sampled on a ring of three grains with 12 time slices, without charging energy. The current term, relative to the bare response, was 0.000137 at $g=10$ and 0.000034 at $g=20$, a fall by four. The total reduction was 0.03569 against 0.03495 from the first-order formula at $g=10$, and 0.01763 against 0.01748 at $g=20$. If a single link is driven, the current term is 0.65: the uniformity of the field matters.

**Q.** Then compute the conductance.

**A.** At Matsubara frequency $\omega_n$ the response is the average of $1-F$ with weight $K(1-\cos\omega_n\tau)$, whose normalization is (1). To integrate the product of two factors $1-\cos$, use
$$(1-\cos\alpha)(1-\cos\beta)=(1-\cos\alpha)+(1-\cos\beta)-\tfrac12[1-\cos(\alpha+\beta)]-\tfrac12[1-\cos(\alpha-\beta)].$$
By (1), the integral is $2\pi^2[n+m-\frac12(n+m)-\frac12|n-m|]=2\pi^2\min(n,m)$. Hence
$$\frac{G(i\omega_n)}{G_T}=1-\frac{D(n)}{2\pi dg},\qquad D(n)=\frac1n\sum_{m=1}^{n}\frac y{m+y}+\sum_{m>n}\Big[\frac1m-\frac1{m+y}\Big].$$
The digamma function obeys $\psi(x+1)-\psi(x)=1/x$, which sums both series:
$$D(n)=\frac yn[\psi(n+1+y)-\psi(1+y)]+\psi(n+1+y)-\psi(n+1).$$

**Q.** You know this at positive integers. The dc value is at $n=0$, which was not among them.

**A.** A real frequency corresponds to $n\to-i\hbar\omega/(2\pi k_BT)$. The causal response is analytic and bounded for $\mathrm{Re}\,n>0$. The digamma expression is analytic and bounded there too, and Carlson's theorem says that two such functions equal at all positive integers coincide. For $n\to0$ the first term becomes a derivative, and $\psi(1)=-\gamma$ with $\gamma\approx0.577$:
$$\boxed{\frac{\sigma}{\sigma_0}=1-\frac{B(y)}{2\pi dg},\qquad B(y)=\psi(1+y)+\gamma+y\,\psi'(1+y)} \tag{3}$$
with $\sigma_0=G_Ta^{2-d}$.

**Q.** I see no logarithm.

**A.** It appears for $y\gg1$. Insert $\psi(1+y)=\ln y+\frac1{2y}-\frac1{12y^2}+\dots$ and $y\psi'(1+y)=1-\frac1{2y}+\frac1{6y^2}+\dots$:
$$B=\ln y+1+\gamma+\frac1{12y^2}+\dots,\qquad \frac{\sigma}{\sigma_0}\approx1-\frac1{2\pi dg}\Big[\ln\frac{2gE_c}{\pi k_BT}+1+\gamma\Big].$$
The conductivity falls as $\ln T$ on cooling. In two dimensions the sheet conductance has the slope
$$\frac{dG_\square}{d\ln T}=\frac{G_T}{4\pi g}=\frac{e^2}{2\pi\hbar}=38.7\ \mu\mathrm S,$$
independent of $g$ at this order.

**Q.** Which fluctuations make the logarithm?

**A.** Equation (3) can be written as an integral over real frequencies, $x=\hbar\omega/k_BT$:
$$B=\int_0^\infty\frac{dx}{x}\,\frac{h(x)}{1+(x/2\pi y)^2},\qquad h(x)=\frac{d}{dx}\Big[x\coth\frac x2\Big].$$
To see this, expand $x\coth(x/2)=2+\sum_{k\ge1}4x^2/(x^2+4\pi^2k^2)$, differentiate, and set $x=2\pi s$. The integral becomes
$$\frac4\pi\sum_kk^2y^2\int_0^\infty\frac{ds}{(s^2+k^2)^2(s^2+y^2)}=\sum_k\frac{y(2k+y)}{k(k+y)^2}=\sum_k\Big[\frac1k-\frac1{k+y}+\frac y{(k+y)^2}\Big],$$
which is $B(y)$. The weight $h$ tends to 1 for $x\gg1$ and to $x/3$ for $x\ll1$. Modes slower than $k_BT/\hbar$ drop out, and those faster than $G_T/C$ are shorted by the capacitance. When the limits are far apart, equal intervals of $\ln\omega$ well between them contribute almost equally. Cooling opens the range from below.

**Q.** What about high temperature, where I would expect ordinary charging physics?

**A.** For $y\ll1$, both $\psi(1+y)+\gamma$ and $y\psi'(1+y)$ tend to $\pi^2y/6$. The reduction is
$$\frac1{2\pi dg}\,\frac{\pi^2}{3}\,\frac{2gE_c}{\pi k_BT}=\frac{E_c}{3dk_BT},$$
from which $g$ has dropped out. This permits a comparison with sequential single-electron tunnelling. For one island between two leads, the factor $1/d$ becomes $1/2$. At $k_BT=100E_c$ the limiting form $E_c/6k_BT$ gives a reduction of 0.001667, and a master equation for the island charge gives 0.001665. The limit needs $k_BT\gg gE_c$: equation (3) reaches this value at $g=0.01$, but gives 0.001637 at $g=2.57$ and 0.001559 at $g=10$.

**Q.** Real grains also have capacitance to their surroundings. Does that spoil the slope?

**A.** Give each grain a capacitance $C_0$ to ground. For a wave $\mathbf q$ on the lattice, with $\Lambda_q=2\sum_\alpha(1-\cos q_\alpha a)$, the link fluctuation is weighted by
$$\frac{\Lambda_q}{C_0\omega^2+\Lambda_q(C\omega^2+G_T\omega)}=\frac1{G_T\omega\,[1+\omega(C+C_0/\Lambda_q)/G_T]} .$$
So $B(y)$ is replaced by the average over $\mathbf q$ of $B(y_q)$ with $y_q=y\Lambda_q/(\Lambda_q+C_0/C)$. The ratio $y_q/y$ does not depend on temperature, so the cutoff moves and the logarithmic slope stays, once the temperature is low enough that $y_q\gg1$ for most waves. A large $C_0/C$ pushes this range to lower temperatures. For $C_0=C$ in two dimensions, the computed slope $dB/d\ln y$ between $y=200$ and 2000 was 0.9999.

**Q.** How far down does the logarithm go?

**A.** This derivation stops at the escape energy. A grain has $2/\delta$ states per unit energy with spin, so $G_T=e^2(2/\delta)\Gamma$ gives the escape rate through one link, $\Gamma=g\delta/\hbar$. When $k_BT$ falls to $\hbar\Gamma$, an electron leaves its grain within the thermal time $\hbar/k_BT$, and other interaction corrections, spread over several grains, enter. Phase coherence across grains sets in at a higher temperature, near $2dg\,\hbar\Gamma/k_B$ by the dephasing rate given below. The formula also fails when the reduction is no longer small. Phase windings, which carry the discreteness of charge, were left out. By (1), a uniform winding of one link by $2\pi$ costs a tunnelling action $2\pi g\hbar$. A link cannot wind alone, because the link phases are differences of grain phases. Winding the phase of one grain winds all its $2d$ links and costs $4\pi dg\hbar$, so its weight is about $e^{-4\pi dg}$.

**Q.** Weak localization in a film is logarithmic too. Could you be mistaking one for the other?

**A.** The two can coexist, and a field separates them. The standard two-dimensional weak-localization slope gives a relative reduction of $(4\pi^2g)^{-1}$ per unit of $\ln\tau_\varphi$, smaller than the Coulomb coefficient $(4\pi g)^{-1}$ by a factor $\pi$. To estimate its size I use $(4\pi^2g)^{-1}\ln(1+\Gamma\tau_\varphi)$, an interpolation that vanishes when coherence is lost before escape. The thermal voltage noise of a resistance $1/(dG_T)$ gives the dephasing rate
$$\frac1{\tau_\varphi}\approx\frac{e^2k_BT}{\hbar^2dG_T}=\frac{k_BT}{2dg\hbar}.$$
If the coherence length is about one grain, a field of order $\hbar/(4ea^2)$ begins to suppress the effect; removing most of it takes a field many times larger.

**Q.** Put in numbers for a film someone could make.

**A.** Take a thin, degenerate indium tin oxide film with rough typical material values: $5\times10^{20}$ cm$^{-3}$ carriers, mass $0.35m_e$ and grain mobility 40 cm²/Vs. The grains are 50 nm wide and 25 nm thick. The boundaries are 1.5 nm wide with permittivity 4, and each has 800 Ω; these are assumed values.

Then $G_T=1250$ µS and $g=\hbar G_T/2e^2=2.57$. The capacitance is $C=4\epsilon_0(50\times25\ \mathrm{nm^2})/(1.5\ \mathrm{nm})=29.5$ aF, so $\hbar G_T/(Ck_B)=323.5$ K. At 5 K, $y=323.5/(2\pi\times5)=10.3$ and $B=3.91$. The coefficient is $1/(4\pi g)=0.0310$, and the reduction is $0.0310\times3.91=12.1\%$.

| $T$ (K) | $y$ | reduction | $G_\square$ (µS) |
|---|---|---|---|
| 50 | 1.03 | 5.2 % | 1185 |
| 20 | 2.57 | 7.9 % | 1152 |
| 10 | 5.15 | 10.0 % | 1125 |
| 5 | 10.3 | 12.1 % | 1099 |

The logarithmic form gives 5.0 % at 50 K and agrees to 0.1 percentage point or better from 20 K down.

The plate formula for $C$ neglects the penetration of the electric field into the oxide. With a screening length near 0.5 nm on each side, $C$ could be lower by roughly a third. The reductions in the table would then be somewhat larger, while the low-temperature logarithmic slope would stay the same.

**Q.** And in a field of 1 T?

**A.** The field scale is 0.066 T. A field of 1 T is fifteen times larger and puts about 1.2 flux quanta $h/2e$ through each grain, so it should suppress most of the weak localization. Its estimated size is 1.0 % at 5 K and 0.2 % at 50 K, a change of 0.8 % of $G_T$ against the Coulomb change of 6.9 %. If spin-orbit scattering is weak, the field thus raises the conductance slightly and leaves the larger logarithm. The Zeeman splitting is 1.34 K, but with spin-conserving tunnelling and a flat density of states, the kernel for each spin is unchanged. The classical magnetoresistance scale, (mobility × field)², is $1.6\times10^{-5}$.

**Q.** Your $g$ is hardly enormous, and real films are not square lattices. Which assumption hurts most?

**A.** An 800 Ω sheet is far more resistive than a good transparent electrode, so the example describes a thin film with poor boundaries. For the total resistance, the largest neglected effect found is the resistance of the grains, 125 Ω per square or 16 % of a link. Simply added in series, it would lower the fractional change from 6.9 % to about $6.94/1.156=6.0\%$. But it also stands between a link and the neighbours that shunt it. This strengthens the phase fluctuations and works against the dilution, so 6.0 % is not a net estimate.

The lower end of the range is marginal: $g\delta/k_B$ is 0.83 K for one link but 3.3 K for all four, close to 5 K. The next order in $1/g$ was not computed for this film. The square of the 5 K reduction, 1.5 %, is only a rough scale for it; a correction that large would alter the temperature change more than the grain resistance does. The mean transmission is 0.027, but the current is carried by the better channels. A rectangular 1.5 nm barrier with the grain mass, fitted to 800 Ω, has its top 0.075 eV above the Fermi level and a largest transmission of 0.13. Finite transmissions $T_n$ multiply the Coulomb correction by $\sum T_n(1-T_n)/\sum T_n$, here 0.93, so the slope would be about 7 % below 38.7 µS. The same barrier raises $G_T$ by about 0.1 % between 5 and 50 K. Ground capacitance of 4.4 aF changes the 6.9 % by less than 0.1 percentage point. Phonons, with an assumed phonon-limited mobility of 200 cm²/Vs at 300 K and a resistance taken as linear in temperature, add about 0.5 % of the link resistance at 50 K. This is an upper estimate, because phonon resistance falls faster than linearly on cooling to low temperature. Phonons oppose the logarithm and can mask a small part of it.

For unequal boundaries, I weighted each link's correction by its squared voltage drop in random networks. With a spread of 0.5 in the logarithm of the link conductance, the slope equalled that of the uniform film to within about 1 %. That says nothing about much broader distributions, where some links may have $g<1$ and the expansion fails locally. The remaining estimates are in the numerical output.

## Computed results

```
kernel/flat, no field and field: 0.967 0.979
return factor, no field and field: 2.97 1.99
neighbour resistance/R, d=1,2,3: 0.9833 0.4965 0.3307
ring g=10: full 0.03569 one-loop 0.03495
  current term: uniform 0.000137 single link 0.650
ring g=20: full 0.01763 one-loop 0.01748
  current term: uniform 0.000034 single link 0.656
island reduction, master 0.001665 formula 0.001667
log slope with ground capacitance = C: 0.9999
input density 5.0e+20 cm^-3, mass 0.35 m_e
input grain mobility 40 cm2/Vs
input grain width 50 nm, thickness 25 nm
input barrier 1.5 nm, permittivity 4.0
input link resistance 800 ohm
link conductance 1250.0 uS, g = 2.568
link capacitance 29.51 aF, Ec/kB = 31.5 K
charge relaxation scale hbar G/(C kB) = 323.5 K
Fermi energy 0.656 eV
level spacing delta/kB = 0.325 K
escape g*delta/kB: one link 0.834 K, four 3.34 K
coefficient 1/(2 pi d g) = 0.03099
universal slope dG/dlnT = 38.74 uS
T=5 K: y 10.297 B 3.910 reduction 12.12 %
  log form 12.12 %, sheet G 1098.5 uS
T=10 K: y 5.149 B 3.219 reduction 9.98 %
  log form 9.97 %, sheet G 1125.3 uS
T=20 K: y 2.574 B 2.535 reduction 7.86 %
  log form 7.82 %, sheet G 1151.8 uS
T=50 K: y 1.030 B 1.671 reduction 5.18 %
  log form 4.98 %, sheet G 1185.3 uS
Coulomb change 50 to 5 K: 6.94 % of G_T
weak localization at 5 K, 50 K: 0.98 % 0.16 %
field scale hbar/(4 e a^2) = 0.066 T
at 1 T: Zeeman splitting/kB 1.34 K
at 1 T: (mobility*B)^2 = 1.6e-05
channels per spin 600, mean transmission 0.0269
grain sheet resistance 124.8 ohm, over link 0.156
grain diffusion energy hbar D/a^2/kB = 5.35 K
in-grain interaction term per e-fold 0.15 %
input phonon mobility at 300 K 200 cm2/Vs
phonon resistance at 50 K over link 0.52 %
ground capacitance 4.43 aF (permittivity 2.5)
  Coulomb change with it: 6.90 %
slope factor, ln-conductance spread 0.5: 1.003
square of reduction at 5 K: 1.47 %
kB T/EF at 50 K: 0.0066
```
